\section*{Tabor Parameter of a Micrometre Asperity and the JKR Limit}

\section*{Problem}

When two wafers are brought together at room temperature, they first touch at the tops of asperities. Model one such contact as a smooth elastic tip of relative radius $R=1\,\mu\mathrm{m}$ touching a flat. The work needed to separate unit area of joined surface is $w=0.1\ \mathrm{J/m^2}$, the attraction acts over a range $z_0=0.3$ nm, and the effective modulus is $E^*=70$ GPa, where
\begin{equation}
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2}
\end{equation}
combines the Young moduli and Poisson ratios of the two bodies. The Tabor parameter is
\begin{equation}
\mu=\left(\frac{Rw^2}{E^{*2}z_0^3}\right)^{1/3}.
\label{mu}
\end{equation}
The Johnson--Kendall--Roberts (JKR) theory lets the surfaces attract only where they touch. It is the limit $\mu\gg1$, by convention $\mu$ above about 5. The opposite, Derjaguin--Muller--Toporov (DMT) limit is put at $\mu$ below about 0.1. Neither mark is a sharp transition.

\begin{enumerate}
\item[(a)] Derive the JKR pull-off force and show that $\mu$ compares the stretch of the contact at pull-off with $z_0$.
\item[(b)] Show that $\mu$ is near 0.42 here.
\item[(c)] Show from the JKR solution itself that its neglect of attraction outside the contact is not justified for this tip.
\item[(d)] Find the pull-off force when the attraction has a finite range, and compare it with both limits.
\end{enumerate}

Assume small slopes, linear isotropic elasticity, no friction, and smooth, dry surfaces. Lengths are in nm and forces in nN, so that $1\ \mathrm{GPa}=1\ \mathrm{nN/nm^2}$ and $1\ \mathrm{J/m^2}=1\ \mathrm{nN/nm}$.

\section*{Hints}

\begin{enumerate}
\item A normal point force $F$ on a half-space displaces the surface at distance $s$ by an amount proportional to $F/s$. For the two bodies together it is $F/(\pi E^*s)$. Use this to find the pressure under a flat punch, integrating along chords of the contact circle.
\item Build the sphere from flat punches of growing radius. Then pull the contact back with its radius held fixed.
\item At fixed approach of the bodies, balance elastic energy against surface energy.
\item For (c), find where the JKR gap outside the contact reaches $z_0$.
\item For (d), measure gaps in units of $z_0$ and radii in units of $\sqrt{Rz_0}$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The JKR contact}

\paragraph{Flat punch.} Try the pressure
\begin{equation}
p(r)=\frac{E^*d}{\pi\sqrt{a^2-r^2}},\qquad r<a .
\end{equation}
To find the displacement at a point $Q$, use polar coordinates $(s,\varphi)$ about $Q$. The area element $s\,ds\,d\varphi$ cancels the $1/s$ of the point-force law, so $u=(\pi E^*)^{-1}\int p\,ds\,d\varphi$. A line through $Q$ cuts the circle in a chord of half-length $L$. If $t$ is measured along it from its midpoint, then $a^2-r^2=L^2-t^2$, and
\begin{equation}
\int_{-L}^{L}\frac{dt}{\sqrt{L^2-t^2}}=\pi
\end{equation}
for every chord. If $Q$ lies inside the circle, the lines cover an angle $\pi$; if it lies outside, those that meet the circle cover $2\arcsin(a/r)$. Hence
\begin{equation}
u=d\quad(r<a),\qquad u=\frac{2d}{\pi}\arcsin\frac ar\quad(r>a).
\label{punch}
\end{equation}
The displacement is uniform inside, as a flat punch requires. The load is $\int_0^a2\pi r\,p\,dr=2E^*ad$.

\paragraph{Sphere without adhesion.} Let $\delta$ be the approach of the bodies, counted from first touch. While the contact has radius $a'$, a further approach $d\delta$ moves the whole contact uniformly, so it adds a flat-punch solution of radius $a'$. Try $d\delta=2a'da'/R$. At radius $r<a$, the punches with $a'>r$ contribute
\begin{equation}
\int_r^a\frac{2a'}{R}\,da'=\frac{a^2-r^2}{R},
\end{equation}
and those with $a'<r$ contribute, after integration by parts,
\begin{equation}
\frac{2}{\pi R}\int_0^r2a'\arcsin\frac{a'}r\,da'
=\frac2{\pi R}\left(\frac{\pi r^2}2-\frac{\pi r^2}4\right)=\frac{r^2}{2R}.
\end{equation}
The sum is $a^2/R-r^2/(2R)$. This is the displacement that closes the gap under a parabolic tip if $\delta=a^2/R$, so the trial was right. The load is
\begin{equation}
P=\int_0^a2E^*a'\,\frac{2a'}R\,da'=\frac{4E^*a^3}{3R}.
\end{equation}

\paragraph{Adhesion.} Adhesion can hold the contact at radius $a$ while the bodies are pulled back by $d$. This subtracts a flat-punch solution:
\begin{equation}
\delta=\frac{a^2}R-d,\qquad P=\frac{4E^*a^3}{3R}-2E^*ad,
\label{load}
\end{equation}
with compression positive. The stored energy is the work done in loading plus the work done in pulling back:
\begin{align}
U&=\int_0^a\frac{4E^*a'^3}{3R}\frac{2a'}{R}\,da'
-\int_0^d\left(\frac{4E^*a^3}{3R}-2E^*ay\right)dy\nonumber\\
&=E^*\left(\frac{8a^5}{15R^2}-\frac{4a^3d}{3R}+ad^2\right).
\end{align}
Substitute $d=a^2/R-\delta$. The coefficient of $a^5/R^2$ is $8/15-4/3+1=1/5$, and that of $a^3\delta/R$ is $4/3-2=-2/3$. Therefore
\begin{equation}
U=E^*\left(\delta^2a-\frac{2\delta a^3}{3R}+\frac{a^5}{5R^2}\right),\qquad
\left(\frac{\partial U}{\partial a}\right)_{\delta}=E^*\left(\delta-\frac{a^2}R\right)^2=E^*d^2 .
\end{equation}
Joining an area $\pi a^2$ lowers the surface energy by $\pi a^2w$. At fixed $\delta$ the total $U-\pi a^2w$ is stationary when
\begin{equation}
E^*d^2=2\pi aw,\qquad d=\sqrt{\frac{2\pi aw}{E^*}} .
\label{balance}
\end{equation}

\paragraph{Pull-off.} With $q=a^{3/2}$, the load becomes
\begin{equation}
P=\frac{4E^*}{3R}q^2-\sqrt{8\pi wE^*}\,q .
\end{equation}
Setting $dP/dq=0$ gives $q_c=3R\sqrt{8\pi wE^*}/(8E^*)$, so that
\begin{equation}
a_c^3=\frac{9\pi wR^2}{8E^*},\qquad P_{\min}=-\frac{8\pi wE^*}{4}\,\frac{3R}{4E^*}=-\frac32\pi wR .
\end{equation}
No equilibrium exists under a larger tension, so the JKR pull-off force is $3\pi wR/2$. The modulus cancels.

The stretch does depend on the modulus. From $a_c^3$ we have $w/E^*=8a_c^3/(9\pi R^2)$, and \eqref{balance} gives $d_c^2=16a_c^4/(9R^2)$, or $d_c=4a_c^2/(3R)$. Then
\begin{equation}
-\delta_c=\frac{a_c^2}{3R}
=\kappa\left(\frac{Rw^2}{E^{*2}}\right)^{1/3}=\kappa\,\mu z_0,
\qquad \kappa=\frac13\left(\frac{9\pi}8\right)^{2/3}=0.773 .
\label{neck}
\end{equation}
At pull-off under a controlled load, the bodies have been drawn back by $\kappa\mu z_0$ beyond the position of first touch. If their approach is controlled instead, the contact survives to about twice this stretch, at a smaller tension. The Tabor parameter is thus, up to a factor of order one, the height of the elastic neck divided by the range of attraction. If the neck is much taller than the range, the surfaces just outside the contact soon part beyond reach of each other, and JKR is consistent. If it is shorter, they still attract there.

\subsection*{(b) The value}

In nm and nN,
\begin{align}
Rw^2&=1000\times0.1^2=10.0\ \mathrm{nN^2/nm},\\
E^{*2}z_0^3&=70^2\times0.3^3=132.3\ \mathrm{nN^2/nm},\\
\mu&=\left(\frac{10.0}{132.3}\right)^{1/3}=(0.0756)^{1/3}=0.42 .
\end{align}
This is about twelve times below the conventional JKR mark and about four times above the DMT mark. The contact is in the transition range. By \eqref{neck} its JKR neck stretch would be $0.773\times0.127=0.098$ nm, one third of the range of attraction.

\subsection*{(c) JKR tested against itself}

Outside the contact the gap is $h=r^2/(2R)-\delta+u$. By \eqref{punch}, $u$ is the sum of the growing punches minus the pull-back:
\begin{equation}
u=\frac2\pi\left[\int_0^a\frac{2a'}R\arcsin\frac{a'}r\,da'-d\arcsin\frac ar\right].
\end{equation}
Integration by parts gives
\begin{equation}
\int_0^a2a'\arcsin\frac{a'}r\,da'=\left(a^2-\frac{r^2}2\right)\arcsin\frac ar+\frac a2\sqrt{r^2-a^2}.
\end{equation}
Put $x=r/a$ and $D=dR/a^2$, and write $\arcsin(1/x)=\pi/2-\arccos(1/x)$. The terms without $\arccos$ or the square root cancel, leaving
\begin{equation}
h=\frac{a^2}{\pi R}\left[\sqrt{x^2-1}+(x^2-2+2D)\arccos\frac1x\right].
\end{equation}
At pull-off $D=4/3$, hence
\begin{equation}
h=\frac{a_c^2}{\pi R}\left[\sqrt{x^2-1}+\left(x^2+\tfrac23\right)\arccos\frac1x\right].
\label{gap}
\end{equation}

For this tip $a_c=17.2$ nm. Solving $h=z_0$ numerically gives $r=24.6$ nm, or $x=1.43$. Between these radii the surfaces are closer than the range of attraction, yet JKR assigns them no force. The area of this ring is $x^2-1=1.06$ times that of the contact itself, so the neglected region is as large as the one retained.

For large $\mu$ the ring is thin. With $x=1+\epsilon$ and $\epsilon\ll1$, both $\sqrt{x^2-1}$ and $\arccos(1/x)$ tend to $\sqrt{2\epsilon}$, and the bracket in \eqref{gap} tends to $\tfrac83\sqrt{2\epsilon}$. Since $a_c^2/R=3\kappa\mu z_0$, the condition $h=z_0$ becomes
\begin{equation}
\frac{8\kappa\mu}{\pi}\sqrt{2\epsilon}=1,\qquad
\frac{\text{ring area}}{\text{contact area}}\simeq2\epsilon=\left(\frac{\pi}{8\kappa\mu}\right)^2 .
\end{equation}
At $\mu=5$ this is 0.010, in agreement with the full equation \eqref{gap}. The conventional mark therefore corresponds to a neglected ring of about one per cent of the contact area.

\subsection*{(d) Pull-off with a finite range}

Part (c) shows that JKR is inconsistent here, but not how far its force is off. For that, let the surfaces attract at every gap $h$ with the traction
\begin{equation}
\sigma(h)=\frac{8w}{3z_0}\left[\left(\frac{z_0}h\right)^3-\left(\frac{z_0}h\right)^9\right],
\end{equation}
which is the law between two half-spaces whose atoms interact by a Lennard-Jones potential. It vanishes at $h=z_0$ and is repulsive below. The JKR gap of part (c) is zero at contact, so it corresponds to $h-z_0$ here. Its integral from $z_0$ to infinity is $(8w/3)(1/2-1/8)=w$, as required. If $s$ is the gap on the axis before deformation, attraction draws the surfaces together:
\begin{equation}
h(r)=s+\frac{r^2}{2R}-\frac1{\pi E^*}\int\frac{\sigma(h(r'))}{|\mathbf r-\mathbf r'|}\,d^2r' .
\end{equation}
Set $h=z_0H$, $s=z_0S$, $r=\sqrt{Rz_0}\,\rho$ and $\sigma=(w/z_0)T$. The integral scales as area over distance, that is, as $\sqrt{Rz_0}$. After division by $z_0$,
\begin{equation}
H=S+\frac{\rho^2}2-\frac{\mu^{3/2}}\pi\int\frac{T(H(\rho'))}{|\boldsymbol\rho-\boldsymbol\rho'|}\,d^2\rho',
\qquad \mu^{3/2}=\frac{w\sqrt R}{E^*z_0^{3/2}} .
\end{equation}
For this traction law, $\mu$ is the one parameter left. The tensile force is
\begin{equation}
F=\int_0^\infty2\pi r\sigma\,dr=\pi wR\left(2\int_0^\infty T\rho\,d\rho\right).
\end{equation}

\paragraph{Rigid limit.} For $\mu\to0$ the integral term drops out, $dH=\rho\,d\rho$, and $F=2\pi wR\int_S^\infty T\,dH$. This is largest at $S=1$, where $T$ changes sign, and its value there is $2\pi wR$. The DMT limit has the same pull-off force.

\paragraph{Finite $\mu$.} The equation was solved numerically on 400 concentric rings, with $S$ raised in steps until the tension had passed its maximum. The results are
\begin{center}
\begin{tabular}{lcccc}
$\mu$ & 0 & 0.42 & 1 & 3\\
$F_{\max}/(\pi wR)$ & 2.00 & 1.82 & 1.67 & 1.55
\end{tabular}
\end{center}
Halving the number of rings changes the entry at $\mu=0.42$ by $2\times10^{-5}$. The values fall from the rigid limit towards the JKR value 1.5, and at $\mu=3$ they are still 3 per cent above it.

With $\pi wR=314$ nN, the three forces for the tip are
\begin{equation}
F_{\rm JKR}=471\ \mathrm{nN},\qquad F_{\max}=571\ \mathrm{nN},\qquad F_{\rm DMT}=628\ \mathrm{nN}.
\end{equation}
The finite-range force exceeds the JKR force by 21 per cent of the latter and lies 9 per cent below the DMT force. Neither limit is accurate. For this traction law DMT is closer, but the ranking depends on the law: a constant traction $w/z_0$ acting over a range $z_0$ (the Maugis--Dugdale model) gives $1.73\,\pi wR=543$ nN at the same $\mu$, which is slightly nearer to JKR.

\subsection*{How the model stands beside real wafers}

The inputs are rough, round values for silicon wafers bonded at room temperature, before any anneal. An adhesion work of order $0.1\ \mathrm{J/m^2}$ is typical of hydrophilic wafers in that state. These are joined through adsorbed water, so the dry contact treated here is an idealization. The effective modulus of 70 GPa is somewhat below that of silicon on silicon, which is about 82 to 88 GPa depending on the crystal face. The least certain input is the single smooth radius, since a polished wafer has asperities of many sizes. The result responds to the inputs as follows, with one changed at a time.
\begin{itemize}
\item A change of $E^*$ by 20 per cent gives $\mu=0.49$ (softer) or 0.37 (stiffer). The stiffer case, 84 GPa, is close to silicon on silicon.
\item A range of 0.2 nm gives 0.63, and one of 0.5 nm gives 0.25.
\item Finer roughness on the tip that halves $w$ gives 0.27.
\end{itemize}
All of these stay below 1. So does the moist contact of the second variation, which has a still lower $\mu$. A larger $w$ acts the other way. The adhesion work measured on wafers is an average over their nominal area, and where only part of that area touches, the work at a single asperity can be larger. With the other inputs fixed, $\mu$ reaches 1 at $w=0.36\ \mathrm{J/m^2}$.

A larger radius also raises $\mu$, which reaches 1 at $R=13\,\mu$m with the other inputs fixed. The gentle undulations of a polished surface can have larger crest radii than this, but they need not act as separate tips. Take a ripple of amplitude $A=0.2$ nm and period $\lambda=1\,\mu$m. A pressure of amplitude $\pi E^*A/\lambda$ flattens it, at an elastic energy per area of $\pi E^*A^2/(4\lambda)=0.002\ \mathrm{J/m^2}$. This is far below $w$, so adhesion can close the whole ripple, and a Tabor parameter based on its crest radius has no meaning. The value 0.42 therefore describes an isolated asperity of about the stated radius that stands well above its surroundings, not every contact between wafers.

The elastic assumptions can be sized at zero load. There \eqref{load} gives $d=2a^2/(3R)$, and \eqref{balance} then gives $a^3=9\pi wR^2/(2E^*)$, so $a=27.2$ nm. The slope $a/R=0.027$ is small. The punches add up to a central pressure $2E^*a/(\pi R)$, and the pull-back removes $E^*d/(\pi a)=2E^*a/(3\pi R)$, leaving
\begin{equation}
p(0)=\frac{4E^*a}{3\pi R}=0.81\ \mathrm{GPa}.
\end{equation}
This is 8 per cent of a rough hardness of 10 GPa, so plastic flow is not expected. These are JKR estimates used outside their regime, good for the order of magnitude. Thermal energy at 298 K is only $2\times10^{-5}$ of the separation energy scale $2\pi Rwz_0$. The barrier to separation vanishes at pull-off, however, so thermal motion can part the surfaces slightly before the greatest force is reached. The forces given here leave out this small effect.

\section*{Variation 1: a tip in the JKR regime}

\textit{With $w$, $E^*$ and $z_0$ held fixed, what radius gives $\mu=5$?}

By \eqref{mu}, $R\propto\mu^3$, so
\begin{equation}
R=1\,\mu\mathrm{m}\times\left(\frac5{0.4228}\right)^3=1.65\ \mathrm{mm}.
\end{equation}
The cube makes the demand severe: a tip of this stiffness and adhesion must be of millimetre size, and smooth over its whole contact, before JKR applies by the conventional mark. A softer material reaches the mark at a smaller radius, because at fixed $\mu$, $w$ and $z_0$ the radius scales as $E^{*2}$.

\section*{Variation 2: a water meniscus}

\textit{At 298 K and 50 per cent relative humidity, water condenses around the contact. Estimate $\mu$ if the meniscus supplies the adhesion. Take surface tension $\gamma=0.072$ N/m, molar volume $V=18\ \mathrm{cm^3/mol}$ and complete wetting.}

A meniscus of radius $r_K$ lowers the liquid pressure by $\gamma/r_K$, and hence the molar free energy of the water by $V\gamma/r_K$. Vapour at relative humidity $\phi$ lies $R_gT\ln(1/\phi)$ below saturation, with $R_g$ the gas constant. Equilibrium requires
\begin{equation}
r_K=\frac{\gamma V}{R_gT\ln(1/\phi)}=0.75\ \mathrm{nm}.
\end{equation}
Between wetted walls the meniscus spans a gap of up to $2r_K=1.51$ nm (from the unrounded radius), which is the new range. The suction $\gamma/r_K$ acting over it does work $2\gamma=0.144\ \mathrm{J/m^2}$ per area. Since $\mu\propto w^{2/3}/z_0$ at fixed $R$ and $E^*$,
\begin{equation}
\mu=0.4228\left(\frac{0.144}{0.100}\right)^{2/3}\frac{0.30}{1.51}=0.107 .
\end{equation}
The longer range outweighs the larger adhesion work, and the contact moves to the edge of the DMT regime. A meniscus a few molecules across is at the limit of what a bulk surface tension can describe, so this is an estimate of size. At this humidity it places the tip further from JKR than the dry contact. Below about 15 per cent humidity $r_K$ is less than 0.28 nm, roughly the size of a water molecule, and the estimate no longer applies.

\section*{Values computed for the example and the checks}
\begin{verbatim}
tip radius R = 1000 nm
adhesion work w = 0.10 J/m2
effective modulus E* = 70 GPa
interaction range z0 = 0.30 nm
R w^2 = 10.0000 nN^2/nm
E*^2 z0^3 = 132.3000 nN^2/nm
mu cubed = 0.07559 (no unit)
Tabor parameter mu = 0.4228 (no unit)
length mu*z0 = 0.1268 nm
neck factor = 0.7734 (no unit)
JKR neck stretch at pull-off = 0.0981 nm
neck stretch / z0 = 0.327 (no unit)
JKR contact radius at pull-off = 17.16 nm
radius where JKR gap = z0: 24.60 nm
that radius / contact radius = 1.434
ring area / contact area = 1.056
same radius ratio at mu = 5: 1.0051
same area ratio at mu = 5: 0.0103
tip radius for mu = 5: 1.654 mm
force unit pi w R = 314.2 nN
JKR pull-off = 471.2 nN
rigid/DMT pull-off = 628.3 nN
finite-range pull-off = 570.6 nN
pull-off/(pi w R) at mu=0.000: 2.000
pull-off/(pi w R) at mu=0.423: 1.816
pull-off/(pi w R) at mu=1.000: 1.671
pull-off/(pi w R) at mu=3.000: 1.551
grid change of example ratio = 0.00002
excess over JKR = 21.1 percent
mu with E* 20 percent lower = 0.491
mu with E* 20 percent higher = 0.374
mu with range 0.2 nm = 0.634
mu with range 0.5 nm = 0.254
mu with w halved by roughness = 0.266
water surface tension (rough) = 0.072 N/m
Kelvin radius, 50 percent humidity = 0.75 nm
mu for water meniscus = 0.107
JKR contact radius at zero load = 27.23 nm
JKR centre pressure, zero load = 0.809 GPa
pressure / rough hardness 10 GPa = 0.081
slope a/R at zero load = 0.0272 (no unit)
temperature = 298 K
kT / (2 pi R w z0) = 2.18e-05 (no unit)
\end{verbatim}
